Why interface states pin an end-bonded nanotube contact only weakly

**Q:** On planar contacts, changing the metal often moves my Schottky barrier much less than the work function changes. Interface states get the blame. What do they do, and does it carry over to a nanotube whose end is bonded to the metal?

**A:** Let u(z) be the tube's midgap energy minus the Fermi level, at distance z from a wide, flat, grounded metal face. Let u₀ be its value without interface charge. Changing the metal changes u₀.

The contact puts states into the gap near the metal. I take them to be neutral when filled up to midgap. If midgap lies above the Fermi level, some of these states are empty and the interface is positively charged. Positive charge lowers electron energies, so midgap moves down towards the Fermi level:

u(z) = u₀ − V(z), λ(z) = g(z) u(z).

Here g is the number of gap states per energy and length, λ is the charge per length in units of e, and V is the downward shift in eV. For negative u₀ all signs reverse. Full pinning means u = 0 whatever the metal. The question is how far from the metal V survives.

**Q:** Before that, where does g come from? It looks like a free parameter.

**A:** It can be estimated for an undoped tube in a simple band model. Near a graphene Dirac point, the sum over three neighbours at bond angles θⱼ = 2πj/3 is

γa Σⱼ exp(iθⱼ)(κₓ cos θⱼ + κᵧ sin θⱼ) = (3/2)γa(κₓ + iκᵧ),

apart from a phase. Hence E = ±ħv|κ| with ħv = 3γa/2, where γ is the hopping energy and a the bond length. Around a semiconducting tube of radius R, the Dirac-point wave gains a phase 2π/3 of either sign. The envelope must cancel it: 2πRκ⊥ = 2π/3 at the nearest allowed value, so κ⊥ = 1/(3R) and the half-gap is

Δ = ħv/(3R).

This neglects lattice and curvature corrections. For a tube 17 hexagons around, diagonalizing the flat-bond atomistic model gives 0.293 eV and the formula 0.288 eV.

Along the tube, with w = E − u the energy from midgap, each channel obeys

−iħvσ_z ψ′ + Δσₓψ = wψ.

Multiplying by iσ_z/(ħv), and using σ_zσₓ = iσᵧ, gives

ψ′ = Mψ, M = (iwσ_z + Δσᵧ)/(ħv), M² = (Δ² − w²)/(ħv)².

In the gap the wave therefore decays as exp(−κz), with κ = √(Δ² − w²)/(ħv). A decaying wave carries no current. The current is v(|ψ₁|² − |ψ₂|²), so both components have equal size.

Model the metal as a gapless continuation of the same channel. Its incoming and reflected waves then have equal weight, and the density at the junction is twice that of the incoming wave. One incoming channel has 1/(2πħv) states per energy and length. The doubled density is 1/(πħv), and two valleys and two spins give four channels:

g(z) = g₀ exp(−z/ℓ), g₀ = 4/(πħv), ℓ = 1/(2κ) = ħv/(2Δ) = 3R/2 at midgap.

A lattice chain joined to a uniform lead reproduced this density law within 1%, at midgap and at w = 0.6Δ. A real metal bond can change g₀, so I will vary it later.

**Q:** Now put that charge on the tube. Why should its potential be any different from the planar case?

**A:** Start with one charged ring at height z′. Two points on equal coaxial rings, separated by axial distance ζ and angle φ, are √(ζ² + 4R² sin²(φ/2)) apart. Averaging the inverse distance gives

F(ζ) = (1/π) ∫₀^π dφ / √(ζ² + 4R² sin²(φ/2)).

The grounded metal is represented by an opposite ring at −z′. With k = e²/(4πε₀) = 1.44 eV nm,

V(z) = k ∫₀^∞ [F(z−z′) − F(z+z′)] λ(z′) dz′.

Each ring and its image form a dipole ring. Far away, z ≫ R and z ≫ z′, F becomes the inverse distance, and

1/(z−z′) − 1/(z+z′) = 2z′/(z²−z′²) → 2z′/z².

Therefore

V(z) → kp/z², p = 2 ∫₀^∞ z′λ(z′) dz′.

The moment p includes the image. It is finite because g falls exponentially and u is bounded. So V → 0 and u → u₀ far from the contact, for any finite g₀ in this model. The states cannot pin the distant levels.

**Q:** And a planar interface has the same charges and the same images. What removes the decay there?

**A:** The lateral extent. Take a disc of radius b with n charges per area at height s, again with its image. On the axis, at distance h from one disc, the potential energy is

2πkn ∫₀^b r dr/√(r²+h²) = 2πkn[√(h²+b²) − h].

Subtract the image, at h = z+s, from the disc, at h = z−s. For small s the difference is −2s times the derivative with respect to h:

V = 4πkns[1 − z/√(z²+b²)].

For z ≪ b this is the constant step 4πkns of a dipole sheet. As z grows, each dipole contributes less, but more of the sheet contributes comparably. For z ≫ b the bracket becomes b²/(2z²). Then V = k(2s·πb²n)/z², which is again kp/z². The same dipoles give a persistent step or a decaying one according to the width of the patch.

An explicit sum over rings in a disc of equivalent radius 19.9 nm, with prescribed charge, left 76% of the sheet step at 5 nm, 29% at 20 nm and 2% at 100 nm. At 20 nm the formula gives 1 − 20/√(20² + 19.9²) = 0.29.

**Q:** But the charge responds to the potential. Can you compare a tube and a plane with the same states, self-consistently?

**A:** Use a close-packed array of identical tubes, all ending on the metal, with area A per tube. This holds g, R and u₀ fixed. Averaged laterally, the charge density is gu/A. Poisson's equation is V″ = −4πk gu/(Aε), where ε is the array's dielectric constant along the tubes. Since u″ = −V″,

u″ = q² exp(−z/ℓ) u, q² = 4πkg₀/(Aε).

Set x = 2qℓ exp(−z/2ℓ). Then dx/dz = −x/(2ℓ), so

u″ = (x²uₓₓ + xuₓ)/(4ℓ²), q² exp(−z/ℓ) = x²/(4ℓ²),

where the subscripts are derivatives. The equation becomes

x²uₓₓ + xuₓ − x²u = 0,

solved by the modified Bessel functions I₀ and K₀. Deep inside, x → 0 and K₀ grows as −ln x, which is linear in z. That would be a remaining field, which is absent here because no field is applied and thermal carriers are left out. So K₀ is excluded. With u(0) = u₀ and I₀(0) = 1,

u(∞)/u₀ = 1/I₀(2qℓ).

For weak coupling, qℓ ≪ 1, this tends to 1 and the plane is unpinned. For strong coupling it is exponentially small. For the single tube the far ratio is 1 in both limits.

**Q:** A nanotube is easily polarized along its axis. Doesn't that spread the dipole, or make it larger?

**A:** It spreads the potential but leaves the form of the far law alone. Let α be the polarizability volume per length. Where V varies slowly over the length ħv/Δ, the polarization divided by e is −(α/k)V′. I use this local law everywhere, although it is poor close to the metal; the size of the error is given with the numbers. The bound charge is minus the derivative of the polarization, (α/k)V″. Its first moment is

(α/k) ∫₀^∞ zV″ dz = (α/k)[zV′ − V]₀^∞ = 0,

because V vanishes at the metal and far away, and zV′ also vanishes there. Polarization charge ending on the metal has zero height and is cancelled by its image. Thus p still contains only the gap-state charge, though that charge itself changes with V.

To obtain α, write the two band states at wavenumber κ as spinors with angle θ, where tan θ = Δ/(ħvκ). The position matrix element between them is

|x_cv| = |dθ/dκ|/2 = ħvΔ/(2E²), E = √((ħvκ)² + Δ²).

A field 𝓔 lowers the filled state's energy by e²𝓔²|x_cv|²/(2E). Equating this to half the polarizability times 𝓔² gives e²|x_cv|²/E per state. Per channel and length,

∫ (dκ/2π) e²(ħvΔ)²/(4E⁵) = e²ħv/(6πΔ²),

since putting ħvκ = Δ tan s gives ∫dκ/E⁵ = (1/ħvΔ⁴)∫cos³s ds = 4/(3ħvΔ⁴). Four channels, divided by 4πε₀, give

α = 4kħv/(6πΔ²), ε = 1 + 4πα/A for the array.

This counts the lowest band pair alone.

**Q:** Let me see numbers for a tube I could use.

**A:** Take R = 0.7 nm, γ = 2.7 eV, a = 0.142 nm and u₀ = 0.10 eV. Then

ħv = 1.5 × 2.7 × 0.142 = 0.575 eV nm,
Δ = 0.5751/(3 × 0.7) = 0.274 eV,
g₀ = 4/(π × 0.5751) = 2.21 per eV nm,
ℓ = 1.5 × 0.7 = 1.05 nm.

The polarizability volume is α = 2.34 nm² per length. With 0.34 nm between tube walls,

A = (√3/2)(1.4 + 0.34)² = 2.62 nm²,
ε = 1 + 4π × 2.343/2.622 = 12.2.

The shifts V, from the self-consistent equations with local polarization, are in meV:

z = 2 nm: polarizable tube 38, polarizable array 59
z = 5 nm: 22 and 65
z = 10 nm: 7.6 and 66
z = 40 nm: 0.34 and 66

Without polarization the array is almost fully pinned, with u(∞)/u₀ = 0.002, or 0.004 if the individual tubes are resolved instead of averaged laterally. With local polarization the ratio is 0.34.

The array values here and below leave out thermal carriers. At 300 K, thermal holes would raise V in the polarizable array to about 82 meV at 40 nm and 99 meV at 200 nm. Even with no interface states they would give about 57 meV at 40 nm. That is ordinary band bending inside the array, so the ratios above describe the effect of the interface charge alone.

The local law overstates the screening near the metal, because V changes there within ħv/Δ = 2.1 nm. The full linear charge response of the same gapped wire, joined to its gapless lead, contains the gap states and the polarization together. Extrapolated to zero lattice spacing, it gives an array ratio of about 0.044, and tube shifts of 52 meV at 2 nm and 25 meV at 5 nm. The polarizable values quoted here are therefore rough near the metal, and the array's are far too low. The contrast remains: the tube's far ratio is 1.

For the unpolarized tube p = 0.229 e nm, so the far law gives 1.44 × 0.2293/40² eV = 0.21 meV at 40 nm, as the full solution does. Its logarithmic slope between 20 and 40 nm is −2.02.

The polarizable tube approaches the law more slowly. Its V exceeds kp/z² by about 39% at 20 nm and 12 to 13% at 40 nm. The main reason is the local bound charge, (α/k)V″ ≈ 6αp/z⁴; at 20 and 40 nm its actual value is 1.8 and 1.4 times this leading form, while the bound charge within half the distance to the metal has the opposite effect and cancels part of the excess. A slowly varying line charge near the metal gives roughly 2k ln(2z/R) times its density, hence a relative excess of about 12α ln(2z/R)/z². That estimate is 28% at 20 nm and 8% at 40 nm, the right size and trend but not the full excess.

**Q:** Still, 38 meV at 2 nm is not zero. My carriers have to pass through there.

**A:** They do, and the far-field argument alone does not establish a weakly pinned current. The tube has a local spike in V. With local polarization its peak is 38 meV at 1.7 nm, and its full width at half height is 5.3 nm. The full charge response gives a sharper spike, 65 meV high at 0.7 nm and 3.9 nm wide. Without polarization it is 69 meV high and 3.5 nm wide.

For holes the valence edge is u − Δ relative to the Fermi level. The barrier is therefore Δ − u = Δ − u₀ + V. Far away it is 273.9 − 100 = 174 meV, and near the metal the spike adds to it. Holes can cross above the spike or tunnel through it.

To include both, divide the tube into short cells of length h with constant u. In each cell M is constant, and its square is Q² = (Δ² − w²)/(ħv)² times the unit matrix. The exponential series then splits into even and odd powers:

ψ(z) = [cosh(Qh) − M sinh(Qh)/Q] ψ(z+h).

Start with an outgoing wave (1, r) far along the tube. The first row of Mψ = i(S/ħv)ψ reads w − Δr = S, with S² = w² − Δ². So r = (w − S)/Δ, and S takes the sign of w so that |r| < 1 and the current flows outward. Step back to the metal and call the upper, incoming component there c. The ratio of outgoing to incoming current is

T = (1 − r²)/|c|².

For holes at energy η below the Fermi level, the thermally weighted transmission is

I = ∫ T(η) exp(−η/k_BT_K) dη,

from the far valence edge downward, where T_K is the temperature. I define the effective barrier shift as

δΦ = −k_BT_K ln(I/I_flat),

where I_flat has u = u₀ everywhere. The reference contains the same abrupt change from gapless to gapped wire, so δΦ measures the effect of the interface charge.

**Q:** What does that give?

**A:** At 300 K and with local polarization, δΦ is 22 meV for the tube and 63 meV for the array. Relative to u₀ = 100 meV these are 22% and 63%. Without polarization they are 24 and 99 meV. The full charge response gives about 28 and 95 meV, so the local law understates both, the array's value badly. Including the charge response of three more subbands raises the tube's value to about 33 meV, and three further ones add another 0.5 meV. At 77 K the tube's shift with local polarization falls to 12 meV.

So "weak pinning" has two meanings here. The far levels are unpinned in this model. The current still feels a reduced, nonzero barrier shift. For the tube with local polarization, the 22% hardly depends on the chosen u₀: it stays between 21% and 22% from u₀ = 20 to 150 meV. A slope against the metal's work function would also depend on how closely u₀ follows that work function.

The two tube models give similar δΦ although one spike is nearly twice as high. Treat each spike as a rectangle of height V_p and width W, for a hole at the far valence edge. The tunnelling exponent is 2W√(2ΔV_p − V_p²)/(ħv), about 2.2 without polarization and 2.6 with it. For tunnelling holes the greater width thus roughly offsets the lower height. This is only part of the picture: the rectangle ignores the long tail of the spike, and at 300 K about 57% of the current passes above the lower spike, against 21% above the higher one. The similar size comes from this mixture, and the estimate does not predict which shift is larger.

**Q:** If I use a wider tube, do I eventually get a planar contact?

**A:** Not by enlarging a single tube within this model. Write z = RX. Then F is 1/R times a function of X, ℓ is proportional to R, and dz′ = R dX′. The factors of R cancel in V = k∫[…]gu dz′, because g₀ does not depend on R. Polarization preserves the cancellation, since α grows as R² while V″ falls as 1/R². Hence V/u₀ depends on X alone: the spike keeps its height and widens in proportion to R.

The current does change. At fixed u₀ and for V_p ≪ Δ, the tunnelling exponent scales as W√(ΔV_p), which is R × R^(−1/2) = √R. A wider tube therefore transmits less through its spike at energies well below the peak. Close to the peak the exponent is small and this argument no longer decides.

The undoped model also limits how far R can grow at fixed u₀, because Δ falls as 1/R. With u₀ = 0.10 eV, the far hole barrier Δ − u₀ drops from 174 meV at R = 0.7 nm to 92 meV at 1.0 nm. At 300 K the thermal hole density is then about 20 times higher, too high to neglect. The scaling therefore applies to wider tubes only if u₀ is small enough to keep them nearly empty of carriers.

Within these limits, the electrostatic change to a sheet needs many neighbouring tubes, or another wide distribution of interface dipoles.

**Q:** What could spoil the weak pinning in practice?

**A:** A much larger state density. With ten times as many states and the other settings unchanged, V at 40 nm is still only 0.9 meV. But the spike rises to 91 meV and δΦ to 58 meV at 300 K. The distant levels stay free while the current is substantially affected. In this model, before a carrier's attraction to its own image is included, weak pinning of transport therefore needs a moderate state density as well as a small contact.

**Q:** How close is the example to a real device?

**A:** The radius, hopping and bond length are roughly typical of a semiconducting carbon nanotube. The value of u₀ is a chosen one, and the metal is unnamed. A metal of higher work function could make u₀ comparable with Δ and fill the tube with holes, which this undoped model does not treat. Even here, thermal holes have a density of 2.9 × 10⁻⁴ per nm at 300 K and would shift the levels by about 5 meV at 100 nm, or 4 meV once the shift is allowed to reduce their density. At 40 nm their shift is about 3 meV, ten times the 0.34 meV left there by the interface charge, so at 300 K the far tail of the tube's V is hidden under this band bending.

Vacuum is an assumption that many devices break. Filling all the space inside and around the tube with an oxide of dielectric constant 3.9 lowers δΦ from 22 to 9 meV, with g₀ and u₀ fixed. Letting the penetration length depend on energy changes it only from 21.9 to 22.2 meV.

One large omitted energy is the attraction of a carrier to its own image. Ignoring screening by the tube, it is about 200 meV at the spike peak, far above the spike's 38 meV. Moving each band edge towards midgap by the local image energy, until the gap closes, reduces δΦ to 1 or 2 meV, depending on the length of tube included. Here the interface charge is held fixed and the same narrowed gap is used in I and I_flat. With half the image energy, δΦ is about 5 or 6 meV for lengths of 40 to 160 nm, and 8 meV for 20 nm. These are size estimates, since both the tube's screening and the gap states would change. It does show that 22 meV should not be read as a device prediction.

The interface charge produces a field along the tube that is largest at the metal: about 0.7 MV/cm with local polarization, and more than 2 MV/cm, averaged over the first 0.2 nm, with the full charge response. Even a band shift of 65 meV is well below the gap of 2Δ = 548 meV, so this shift alone cannot align the valence and conduction bands for tunnelling between them. Scattering, doping, higher subbands, electron-electron corrections to the gap and the atomic structure of the bond are also left out.

The geometry matters too. A tube lying under a long metal strip is not an end-bonded tube facing a plane, and these numbers should not be transferred to it. The numerical output below covers the models with local polarization or none; the full-response values and some side estimates, such as thermal holes in the array, were computed separately and do not appear there.

Computed results

```
hopping 2.7 eV, bond 0.142 nm, radius 0.7 nm, u0 0.10 eV
hbar*velocity                     0.5751 eV nm
half-gap                          0.2739 eV
half-gap test tube, atomistic     0.2930 eV
half-gap test tube, formula       0.2881 eV
gap states at metal               2.214 per eV nm
gap-state decay length            1.050 nm
worst lattice deviation, states   0.99 %
polarizability volume per length  2.343 nm^2
wall spacing in array             0.34 nm
array area per tube               2.622 nm^2
array dielectric constant         12.23
Level shift V in meV: tube, polarizable tube, array, polarizable array
z =  0.5 nm:   66.120   24.549   80.058   29.802
z =  1.0 nm:   68.485   34.530   94.265   45.184
z =  2.0 nm:   57.063   37.633   98.923   58.515
z =  5.0 nm:   18.452   21.941   99.779   65.477
z = 10.0 nm:    3.700    7.569   99.807   65.876
z = 20.0 nm:    0.844    1.666   99.808   65.880
z = 40.0 nm:    0.207    0.337   99.808   65.880
array u(far)/u0, bare             0.00192
array u(far)/u0, polarizable      0.3412
bare spike: height 68.86 meV at 0.83 nm, full half-height width 3.45 nm
polarizable spike: height 38.00 meV at 1.73 nm, full half-height width 5.30 nm
bare tube dipole with image       0.2293 e nm
bare far-law ratio at 40 nm       1.0052
bare log slope, 20 to 40 nm       -2.0238
polarizable far-law ratio, 20 nm  1.3887
polarizable far-law ratio, 40 nm  1.1249
equivalent disc radius            19.91 nm
disc fraction of sheet step at 5 nm: 0.7562
disc fraction of sheet step at 20 nm: 0.2911
disc fraction of sheet step at 100 nm: 0.0192
unpinned far hole barrier         173.9 meV
barrier shift 300 K, bare tube    24.48 meV
barrier shift 300 K, pol. tube    21.85 meV
barrier shift 300 K, bare array   99.11 meV
barrier shift 300 K, pol. array   63.27 meV
barrier shift 77 K, pol. tube     12.27 meV
Sizing, polarizable tube:
tenfold states: spike 91.19 meV, barrier shift 57.87 meV
tenfold states: V at 40 nm        0.934 meV
oxide (3.9): barrier shift        9.43 meV
energy-dependent decay: shift     22.18 meV
thermal hole density, 300 K       2.895e-04 per nm
thermal-hole level shift, 100 nm  4.72 meV
image energy at spike peak        200.8 meV
image-narrowed gap: barrier shift 1.39 meV
largest interface-state field     0.676 MV/cm
```
